# A Fano factor of one third without diffusion in ballistic graphene

A shot-noise Fano factor \(F=S/(2eI)=1/3\) does not prove diffusive transport. A ballistic graphene strip at neutrality, of length \(L\) and width \(W\gg L\), between heavily doped contacts has

\[
F=\frac13,\qquad G=\frac{4e^2}{\pi h}\frac WL .
\]

Here \(S\) is the one-sided low-frequency current noise. The strip contains no scatterers. Its noise comes from evanescent modes, whose transmissions are distributed as in a coherent diffusive metal.

## The counter-example

**Noise from transmissions.** Electrons are taken as independent, with transmissions constant over the bias window. At zero temperature and voltage \(V\), each channel makes \(eV/h\) transfer attempts per second, each with success probability \(T_n\). The exclusion principle fills every incoming state once, so the attempts themselves do not fluctuate. One attempt has mean \(T_n\) and variance \(T_n-T_n^2\). One-sided noise is twice the growth rate of the charge variance, so

\[
I=\frac{4e^2V}{h}\sum_nT_n,\quad
S=\frac{8e^3V}{h}\sum_nT_n(1-T_n),\quad
F=1-\frac{\sum T_n^2}{\sum T_n}.
\]

The factor 4 counts two spins and two uncoupled valleys.

**Modes of the strip.** Let \(\kappa=E/\hbar v\), with \(E\) measured from the strip's Dirac point. For \(\psi=\chi(x)e^{iqy}\), the Dirac equation is

\[
-i\sigma_x\chi'+q\sigma_y\chi=\kappa\chi .
\]

Multiplying by \(i\sigma_x\) and using \(\sigma_x\sigma_y=i\sigma_z\) gives

\[
\chi'=(q\sigma_z+i\kappa\sigma_x)\chi .
\]

The side edges are infinite-mass walls: \(\sigma_x\psi=\psi\) at \(y=0\) and \(\sigma_x\psi=-\psi\) at \(y=W\). Eigenstates of \(\sigma_x\) carry no current along \(y\). The combination

\[
\psi=\chi e^{iqy}+\sigma_x\chi e^{-iqy}
\]

solves the same equation and meets the first condition. The second requires \(\cos qW=0\), hence \(q_n=(n+\tfrac12)\pi/W\), \(n\ge0\). The cross terms in the longitudinal current are proportional to \(\int_0^W\cos(2qy)\,dy=\sin(2qW)/2q=0\). Between different modes the cross terms contain \(\int_0^W\cos[(q_n\pm q_m)y]\,dy\), which also vanishes because \(q_n\pm q_m\) is a nonzero multiple of \(\pi/W\). The doping depends only on \(x\), so it does not mix the modes. Each \(q_n\) is therefore an independent channel, also in the contacts.

**Matching.** The matrix \(q\sigma_z+i\kappa\sigma_x\) squares to \(-k^2\), where \(k^2=\kappa^2-q^2\). The spinor is thus carried across the strip by

\[
M=\cos kL+(q\sigma_z+i\kappa\sigma_x)\frac{\sin kL}{k}.
\]

In n-type contacts of wave number \(K\), set \(q=K\sin\phi\). The right- and left-moving spinors are \(u_+=(1,e^{i\phi})^T\) and \(u_-=(1,-e^{-i\phi})^T\). They satisfy \(u_\pm^\dagger\sigma_xu_\pm=\pm2\cos\phi\) and \(u_-^\dagger\sigma_xu_+=0\).

Write \(M\) in this basis as a matrix \(A\). The condition \(M(u_++ru_-)=tu_+\) gives \(r=-A_{21}/A_{22}\) and \(t=\det A/A_{22}\). Since the generator of \(M\) is traceless, \(\det A=\det M=1\), so \(t=1/A_{22}\). Projection gives

\[
A_{22}=\frac{u_-^\dagger\sigma_xMu_-}{-2\cos\phi}.
\]

With \(\sigma_x\sigma_z=-i\sigma_y\), \(u_-^\dagger\sigma_yu_-=2\sin\phi\) and \(u_-^\dagger u_-=2\),

\[
A_{22}=\cos kL-i\,\frac{\kappa-q\sin\phi}{\cos\phi}\frac{\sin kL}{k},
\]

\[
\frac1T=\cos^2kL+\left(\frac{\kappa-q\sin\phi}{\cos\phi}\right)^2\frac{\sin^2kL}{k^2}.
\tag{1}
\]

At neutrality \(\kappa=0\) and \(k=iq\). Then \(\cos kL=\cosh qL\) and \(\sin kL/k=\sinh(qL)/q\), so

\[
\frac1T=\cosh^2qL+\tan^2\phi\,\sinh^2qL
=1+\frac{\sinh^2qL}{\cos^2\phi}.
\]

The modes that matter have \(q\lesssim1/L\). Heavy contact doping, \(KL\gg1\), makes \(\phi\) small for them, and

\[
T_n=\frac1{\cosh^2q_nL}.
\]

For \(q\neq0\) the strip has no propagating wave at this energy; the two spinor components vary as \(e^{\pm qx}\). Transmission is evanescent, yet not small while \(qL\lesssim1\).

**The sum.** For \(W\gg L\), neighbouring values of \(x=qL\) are spaced by \(\pi L/W\ll1\), and sums become integrals. With \(z=\tanh x\),

\[
\int_0^\infty\frac{dx}{\cosh^2x}=\int_0^1dz=1,\qquad
\int_0^\infty\frac{dx}{\cosh^4x}=\int_0^1(1-z^2)dz=\frac23 .
\]

Thus \(\sum T=W/(\pi L)\), \(\sum T^2=\tfrac23W/(\pi L)\), and \(F=1-\tfrac23=\tfrac13\).

The width condition matters: the ideal mode sum gives \(F=0.841\) at \(W/L=1\), 0.463 at 2, and 0.335 at 4. In a narrow strip even the lowest mode has \(q_0L=\pi L/(2W)\gg1\). All transmissions are then small and \(F\to1\). This narrow-strip limit belongs to the infinite-mass edges used here. Metallic armchair edges of an ideal nearest-neighbour lattice, for example, allow a mode with \(q=0\) and \(T=1\), so there \(F\to0\). For \(W\gg L\) the difference disappears.

A honeycomb lattice provides an independent test. With 150 cells along the strip and a contact energy of 0.2 times the hopping energy, it gives \(F=0.334\) and conductivity \(1.268\,e^2/h\). The continuum value of the latter is \(4/\pi=1.273\).

## The correct general statement

If \(T=1/\cosh^2x\) and \(x\) has uniform density from zero to a cutoff far above one, then \(F=1/3\), whatever makes \(x\) uniform. Since \(|dT/dx|=2T\sqrt{1-T}\), the density of transmissions is

\[
\rho(T)=\frac{\sum_nT_n}{2T\sqrt{1-T}},
\tag{2}
\]

down to the exponentially small cutoff. The neutral strip obeys (2) because its transverse wave numbers are evenly spaced. A coherent diffusive conductor obeys it at leading order, for any fixed \(T>0\), because of multiple scattering, as follows.

**Model of the diffusive conductor.** Take \(N\gg1\) channels and many weak scatterers, each with reflection probability \(\varepsilon\), separated by independent random unitary mixing of all channels. Let \(s\) be the number of scatterers times \(\varepsilon\), which measures length in mean free paths. The regime is \(s\gg1\) and \(N/s\gg1\), without inelastic scattering. The second condition allows relative fluctuations of channel sums to be neglected.

Let \(\rho\) be the reflection matrix of the existing conductor, seen from its right end after mixing. Define \(X=\rho\rho^\dagger\) and \(Y=1-X\); the eigenvalues of \(Y\) are the \(T_n\). A new scatterer has reflection amplitude \(i\sqrt\varepsilon\) and transmission amplitude \(\sqrt{1-\varepsilon}\). Summing repeated reflections,

\[
\rho_{\rm new}=i\sqrt\varepsilon+(1-\varepsilon)(1-i\sqrt\varepsilon\rho)^{-1}\rho
\]
\[
=\rho+i\sqrt\varepsilon(1+\rho^2)-\varepsilon(\rho+\rho^3)+\dots
\]

The part of \(\delta X\) of order \(\sqrt\varepsilon\) is

\[
\delta_1X=i\sqrt\varepsilon\,(Y\rho^\dagger-\rho Y).
\]

Now write \(\rho=\sqrt X\,\Omega\), where \(\Omega\) is a random unitary independent of \(X\). Averages with unequal numbers of \(\Omega\) and \(\Omega^\dagger\) vanish, while \(\Omega B\Omega^\dagger\) averages to \(\langle B\rangle={\rm Tr}B/N\). Let \(p_k=\langle Y^k\rangle\). The order-\(\varepsilon\) part averages to

\[
\delta_2X=\varepsilon(1-2X+\langle X\rangle X)
=\varepsilon[Y-p_1(1-Y)],
\]

and, for \(B\) a function of \(Y\),

\[
\delta_1X\,B\,\delta_1X\to
\varepsilon\left[Y^2\langle XB\rangle+X\langle Y^2B\rangle\right].
\]

Since \(\delta Y=-\delta X\), second-order expansion of \({\rm Tr}Y^k\) gives

\[
\frac1k\frac{dp_k}{ds}
=-p_k+p_1p_{k-1}-p_1p_k
+\sum_{j=2}^{k}p_j(p_{k-j}-p_{k+1-j}),
\]

for \(k\ge2\), with \(p_0=1\). The \(j=k\) term is \(p_k-p_1p_k\) and cancels the first \(-p_k\). Collecting the rest,

\[
\frac{dp_k}{ds}=k\left[\sum_{j=1}^{k-1}p_jp_{k-j}
-\sum_{j=1}^{k}p_jp_{k+1-j}\right].
\tag{3}
\]

For \(k=1\), \(\delta_2X\) alone gives \(dp_1/ds=-p_1^2\), in agreement with (3). With \(p_1(0)=1\), \(p_1=1/(1+s)\): resistance grows linearly with length. For \(k=2\), put \(u=1+s\):

\[
\frac{dp_2}{ds}=\frac2{u^2}-\frac{4p_2}{u},\qquad
\frac{d(u^4p_2)}{ds}=2u^2,\qquad
p_2=\frac2{3u}+\frac1{3u^4}.
\]

Consequently

\[
F=1-\frac{p_2}{p_1}=\frac13\left[1-\frac1{(1+s)^3}\right]\longrightarrow\frac13 .
\]

**All moments.** For large \(u\), put \(p_k=c_k/u\), with \(c_1=1\). The homogeneous solution for \(p_k\) falls as \(u^{-2k}\), so it is lost, and (3) fixes each \(c_k\) from lower ones. With \(C(z)=\sum c_kz^k\), dividing (3) by \(k\) and summing gives

\[
-\int_0^z\frac{C(z')}{z'}dz'=C^2\left(1-\frac1z\right).
\]

Distribution (2) predicts \(c_k=\int_0^\infty\cosh^{-2k}x\,dx\). Setting \(z=\sin^2\alpha\) and \(w=\tanh x\),

\[
C=\int_0^1\frac{z\,dw}{1-z+zw^2}=\alpha\tan\alpha .
\]

The left side is then \(-\int_0^\alpha2\alpha'd\alpha'=-\alpha^2\). The right side is \(-\alpha^2\tan^2\alpha\cot^2\alpha=-\alpha^2\). The equation holds, which proves (2) for this model at any fixed \(T>0\) in the limit of large \(s\). The moments do not resolve the exponentially small transmissions near the cutoff, where the density of \(x\) need not be uniform; these contribute negligibly to current and noise.

The cumulants of transferred charge follow from \(\sum_n\ln[1+T_n(e^\lambda-1)]\), whose expansion contains these moments. At equal conductance and voltage, all zero-temperature, low-frequency charge cumulants therefore agree at leading order. Measuring a higher one at neutrality does not remove the ambiguity. Nor does \(G\propto1/L\), which both conductors share.

A simulation with 80 channels, 40 scatterers of transmission 0.8 and 24 samples gave \(F=0.333\) and \(\sum T^3/\sum T=0.534\). The predicted third-moment ratio is \(8/15=0.533\). Other random matrices shift both simulated values by a few thousandths.

## What doping the strip reveals

Consider \(1/L\ll\kappa\ll K\). Put \(q=\kappa\sin\theta\), \(c=\cos\theta\) and \(\delta=\kappa Lc\). Equation (1) becomes \(1/T=\cos^2\delta+c^{-2}\sin^2\delta\). As \(\theta\) runs from 0 to \(\pi/2\), \(\delta\) falls from \(\kappa L\gg1\) to zero. It passes through many periods of length \(\pi\), and \(c\) changes by only \(\pi/(\kappa L)\) in each, so \(\delta\) may be averaged at fixed \(c\). Substituting \(\tan\delta\) as variable gives

\[
J(a,b)=\left\langle\frac1{a\cos^2\delta+b\sin^2\delta}\right\rangle=\frac1{\sqrt{ab}} .
\]

Hence \(\langle T\rangle=c\). Applying \(-(\partial_a+\partial_b)\) to \(J\) gives

\[
\langle T^2\rangle=\frac{a+b}{2(ab)^{3/2}}\bigg|_{a=1,\,b=c^{-2}}=\frac{c+c^3}{2}.
\]

Since \(dq=\kappa c\,d\theta\),

\[
F=1-\frac{\int_0^{\pi/2}\frac12(c^2+c^4)d\theta}{\int_0^{\pi/2}c^2d\theta}
=1-\frac{7\pi/32}{\pi/4}=\frac18 .
\]

Here \(\sum T=W\kappa/4\), so \(G\) is independent of \(L\) at leading order. A diffusive conductor that remains in its stated regime keeps \(F=1/3\) and \(G\propto1/L\). A sweep of carrier density, supported by a comparison of lengths, can therefore separate the two models.

For this test, the strip's carriers should have the same sign as those in the contacts. With sharp edges and \(|\kappa|\ll K\) the sign of \(\kappa\) drops out of (1) at leading order in \(\kappa/K\), but with opposite signs a smooth contact edge passes through \(\kappa=0\), where modes with \(q\ne0\) are evanescent. These p-n junctions partition electrons without disorder.

## A graphene device in numbers

Take \(L=100\) nm, \(W=1000\) nm, \(v=10^6\) m/s and a contact Fermi energy of 0.30 eV above the Dirac point. These are rough values for clean suspended or encapsulated graphene under metal contacts. With \(\hbar v=0.6582\) eV nm, \(K=0.30/0.6582=0.456\) nm\(^{-1}\) and \(KL=45.6\).

The first modes have \(q_nL=0.157,\ 0.471,\ 0.785\) and \(T_n=0.976,\ 0.807,\ 0.570\). The full ideal sums give

\[
F=1-\frac{2.1221}{3.1831}=0.3333,\qquad G=0.493\ {\rm mS}.
\]

At 3 mV, \(I=1.48\ \mu\)A and the zero-temperature noise is \(2eIF=1.58\times10^{-25}\) A\(^2\)/Hz. Finite contact doping changes \(F\) only to 0.3332.

With \(L\), \(K\) and sharp edges held fixed, \(F\) in the wide-strip limit for carriers of the contacts' sign is:

| Density (cm\(^{-2}\)) | \(F\) |
|---|---:|
| \(2\times10^9\) | 0.32 |
| \(10^{10}\) | 0.27 |
| \(10^{11}\) | 0.13 |
| \(10^{12}\) | 0.085 |

These are single points on an oscillating curve: interference between the two contact edges makes \(F\) range from 0.083 to 0.131 between \(5\times10^{10}\) and \(2\times10^{11}\) cm\(^{-2}\), so 0.13 is near a maximum. Between \(5\times10^{11}\) and \(2\times10^{12}\) cm\(^{-2}\) it ranges from 0.066 to 0.100. This whole range lies below 1/8 because \(\kappa\) is no longer small compared with \(K\). As \(\kappa\to K\), equation (1) gives \(T\to1\): the mismatch disappears. At \(10^{12}\) cm\(^{-2}\), doubling \(L\) changes \(G\) very little, by an amount whose size and sign depend on \(L\). In the wide-strip limit the change is 0.05% at 100 nm and within 0.35% for \(L\) from 50 to 200 nm. With the discrete modes of the 1000 nm strip it is up to about 1% near 100 nm and 2% over that range.

Real contact edges are not sharp. With an assumed exponential doping tail of 5 nm, the neutral strip has \(F=0.327\), and \(G\) rises by 24% relative to the ideal value. At \(10^{12}\) cm\(^{-2}\), the same tail gives \(F=0.008\) for equal carrier signs but 0.27 for opposite signs. The latter could again be mistaken for a nearly diffusive value, but it is sensitive to the edge: with the discrete modes of the 1000 nm strip, tails of 4, 5 and 6 nm give 0.26, 0.29 and 0.19. The exponential form is only a model. Contact doping in graphene is weakly screened and decays more slowly, as a power of distance, so the strip is not uniformly neutral and the relevant point is the conductance minimum in gate voltage. For model tails falling as \(x^{-1/2}\) or \(1/x\) beyond 1 to 2 nm, \(F\) there is 0.33 and \(G\) is about 15% above the ideal value.

Residual charge is another limit: treated as a uniform offset of \(10^{10}\) cm\(^{-2}\) with sharp edges, it lowers \(F\) to about 0.27. With the 5 nm tail the result depends on the sign of the offset: 0.26 for the contacts' sign and 0.31 for the opposite sign. Actual puddles vary in space, which these estimates leave out. For a rough mobility of \(10^5\) cm\(^2\)/Vs at \(10^{11}\) cm\(^{-2}\), the mean free path is about 370 nm. That exceeds \(L\), but not by a wide margin.

Series resistance also matters. A noiseless \(R_s\) reduces the strip's current fluctuation by \(R/(R+R_s)\), and its noise power by the square. For a rough 100 ohm μm per contact, \(R_s=200\) ohm and \(R=2027\) ohm, so the apparent value is

\[
0.3333\left(\frac{2027}{2227}\right)^2=0.276 .
\]

Temperature requires its own correction. With Fermi occupations \(f_L,f_R\), one attempt transfers \(+1\) with probability \(Tf_L(1-f_R)\) and \(-1\) with probability \(Tf_R(1-f_L)\). Its variance is

\[
T[f_L(1-f_R)+f_R(1-f_L)]-T^2(f_L-f_R)^2 .
\]

For constant \(T\), the energy integral of the bracket is \(eV\coth(eV/2k_BT_e)\), where \(T_e\) is the temperature. That of \((f_L-f_R)^2\) is smaller by \(2k_BT_e\). Therefore

\[
S=4k_BT_eG(1-F)+2eIF\coth\frac{eV}{2k_BT_e}.
\]

At 4.2 K and 3 mV, the raw ratio \(S/(2eI)\) is 0.495. Solving this relation for \(F\) recovers 0.334, even when the energy dependence of the transmissions is retained in \(S\). At 300 K, \(k_BT_e\) is 3.9 times \(\hbar v/L\), so the neutral-strip result does not apply there.

These corrections were estimated one at a time, not as a complete device simulation. The remaining computed values are in the numerical output below.

## Computed values

```
Strip length 100 nm, width 1000 nm
Velocity (rough) 1.0e+06 m/s; hbar*v 0.6582 eV nm
Contact Fermi energy (rough) 0.30 eV; K 0.4558 1/nm
Contact parameter K*L 45.58 (dimensionless)
Energy scale hbar*v/L 6.582 meV
Mode 0: qL 0.1571, T 0.9757
Mode 1: qL 0.4712, T 0.8071
Mode 2: qL 0.7854, T 0.5699
Mode 3: qL 1.0996, T 0.3595
Mode 4: qL 1.4137, T 0.2110
Ideal sums: T 3.18310, T^2 2.12207
Ideal conductance 0.4933 mS
Ideal Fano factor 0.333333
Bias 3.0 mV; ideal current 1.4798 uA
Ideal zero-temperature noise 1.5806e-25 A^2/Hz
W/L 0.5: ideal Fano factor 0.99256
W/L 1: ideal Fano factor 0.84149
W/L 2: ideal Fano factor 0.46268
W/L 4: ideal Fano factor 0.33520
W/L 10: ideal Fano factor 0.33333
Finite contact doping: F 0.33324, G 0.4931 mS
Lattice check, neutral: F 0.3336, conductivity 1.2683 e^2/h
Lattice check, doped: F 0.1180; formula 0.1177
Chain noise/mean: evolved 0.3047, formula 0.3047
Diffusive simulation: 80 channels, 40 scatterers, 24 samples
Diffusive sum T 7.239; Ohmic value 7.273
Diffusive Fano factor 0.3334
Sum T^3/sum T: diffusive 0.5343, ballistic 0.5333
Count(T>0.5)/sum T: diffusive 0.8577, ballistic 0.8814
Highly doped ballistic limit: F 0.1250
Sharp edges; same/opposite means doping sign relative to contacts
n 2e+09 cm^-2, |E| 5.22 meV: F same 0.3205, opposite 0.3236
n 1e+10 cm^-2, |E| 11.67 meV: F same 0.2686, opposite 0.2751
n 1e+11 cm^-2, |E| 36.89 meV: F same 0.1307, opposite 0.1662
n 1e+12 cm^-2, |E| 116.67 meV: F same 0.0851, opposite 0.1611
At 1e12 cm^-2, same sign: G 7.540 mS; G(2L)/G(L) 1.0005
Smooth edges, tail (rough) 5.0 nm, neutral: F 0.3273, G 0.6094 mS
Smooth edges, 1e12 cm^-2: F same 0.0080, opposite 0.2740
Temperature 4.2 K: kT 0.3619 meV
Thermal and bias smearing: raw S/(2eI) 0.4946, extracted F 0.3337
At 300 K: kT/(hbar*v/L) 3.928
Contact resistance (rough) 100 ohm um per contact
Strip resistance 2027.3 ohm; series total 200.0 ohm
Apparent F with noiseless series resistance 0.2762
Mobility (rough) 1e+05 cm2/Vs at 1e+11 cm^-2: mean free path 368.9 nm
```
